# The Tsu-Esaki Tunnelling Current and Its Logarithmic Supply Function

A flat barrier separates two identical semiconductor contacts, the emitter on the left and the collector on the right. The layers are uniform in the plane of the barrier, and $z$ is normal to it. Electrons approach from both contacts with every direction of motion, yet the current can be written as a single integral over one energy. The problem is to derive that integral and find what it demands of the band structure.

**Conventions.** The emitter band edge is the zero of energy and the emitter chemical potential is $\mu$. A bias $V>0$ puts the collector edge at $-eV$ and its chemical potential at $\mu-eV$, with $e>0$. The thermal energy, Boltzmann's constant $k_B$ times the temperature $\Theta$, is written $\tau=k_B\Theta$; the letter $T$ is kept for transmission. $J$ denotes $e$ times the net particle flux from emitter to collector. Since electrons are negative, the conventional current has the same magnitude and runs the other way. Energies are in eV, lengths in nm and currents in A/cm², which suit a device better than atomic units.

**Assumptions.** Electrons cross coherently and elastically, and the in-plane wavevector $\mathbf k_t$ is conserved. Each contact fills the states incident from it according to its own Fermi function. There is one valley with twofold spin. The potential profile is given, not computed self-consistently.

## (a) When does the transmission depend on one energy only?

*Start from the effective-mass equation with longitudinal mass $m_z(z)$ and transverse mass $m_t(z)$. Find the condition under which the motion along $z$ does not depend on $\mathbf k_t$.*

**Solution.** With the band-edge profile $U(z)$ the equation is

$$-\frac{\hbar^2}{2}\frac{\partial}{\partial z}\frac{1}{m_z(z)}\frac{\partial\psi}{\partial z}-\frac{\hbar^2}{2m_t(z)}\nabla_t^2\psi+U(z)\psi=E\psi .$$

Nothing depends on the in-plane position $\mathbf r_t$, so we may take $\psi=e^{i\mathbf k_t\cdot\mathbf r_t}\varphi(z)$. Then $\nabla_t^2\psi=-k_t^2\psi$, and

$$-\frac{\hbar^2}{2}\frac{d}{dz}\frac{1}{m_z}\frac{d\varphi}{dz}+\left[U(z)+\frac{\hbar^2k_t^2}{2m_t(z)}\right]\varphi=E\varphi .$$

In general the transverse kinetic energy acts as an extra potential that changes from layer to layer. If $m_t$ is the same in every layer, it is a constant,

$$E_t=\frac{\hbar^2k_t^2}{2m_t},$$

and can be moved to the right-hand side. With $E_z=E-E_t$,

$$-\frac{\hbar^2}{2}\frac{d}{dz}\frac{1}{m_z}\frac{d\varphi}{dz}+U\varphi=E_z\varphi .$$

The matching conditions at an interface, continuity of $\varphi$ and of $\varphi'/m_z$, do not contain $\mathbf k_t$ either. The transmission is therefore a function $T(E_z)$.

This is the equal-mass parabolic assumption: the transverse dispersion is parabolic, with one mass $m_t$ throughout the structure. For isotropic bands, where $m_z=m_t$ in each layer, it means one effective mass everywhere. For anisotropic bands of the form written above, with a principal axis along $z$ and one mass in the plane, the longitudinal mass may still vary with $z$.

## (b) Is the transmission the same from both sides?

*Define $T$ as a ratio of fluxes and compare the two directions at the same $E_z$.*

**Solution.** Let $k_L,k_R$ be the wavevectors along $z$ in the two contacts and $m_l$ their common longitudinal mass. The velocities are $v_{L,R}=\hbar k_{L,R}/m_l$. A wave incident from the left gives the solution

$$\varphi_1=\begin{cases}e^{ik_Lz}+re^{-ik_Lz}&\text{left}\\ t\,e^{ik_Rz}&\text{right,}\end{cases}$$

and a wave incident from the right gives

$$\varphi_2=\begin{cases}t'e^{-ik_Lz}&\text{left}\\ e^{-ik_Rz}+r'e^{ik_Rz}&\text{right.}\end{cases}$$

Both satisfy $(\varphi'/m_z)'=(2/\hbar^2)(U-E_z)\varphi$. Consequently

$$\frac{d}{dz}\left[\frac{\varphi_1\varphi_2'-\varphi_2\varphi_1'}{m_z}\right]
=\varphi_1\left(\frac{\varphi_2'}{m_z}\right)'-\varphi_2\left(\frac{\varphi_1'}{m_z}\right)'=0,$$

because the terms with $\varphi_1'\varphi_2'$ cancel and the remaining two are equal. The bracket has the same value in both contacts. On the left its numerator is

$$-ik_Lt'(1+re^{-2ik_Lz})-ik_Lt'(1-re^{-2ik_Lz})=-2ik_Lt',$$

and on the right it is

$$ik_Rt(-1+r'e^{2ik_Rz})-ik_Rt(1+r'e^{2ik_Rz})=-2ik_Rt .$$

Hence $v_Lt'=v_Rt$. The flux ratios are

$$T_{L\to R}=\frac{v_R}{v_L}|t|^2,\qquad
T_{R\to L}=\frac{v_L}{v_R}|t'|^2=\frac{v_L}{v_R}\frac{v_R^2}{v_L^2}|t|^2=\frac{v_R}{v_L}|t|^2 .$$

They are equal, and one function $T(E_z)$ serves both directions. For $-eV<E_z<0$ a collector electron meets an evanescent wave in the emitter. A single decaying wave carries no flux, so the electron is fully reflected and $T=0$.

## (c) Add the currents of all incident electrons

*Write the net current as a sum over the wavevectors in each contact and turn the sum over $k_z$ into an integral over $E_z$.*

**Solution.** Per unit volume there are $2\,d^3k/(2\pi)^3$ states, the 2 being for spin. Those incident from the emitter have $k_z>0$, reach the barrier with velocity $v_z$, and are transmitted with probability $T$. Their contribution is

$$J_{L\to R}=\frac{2e}{(2\pi)^3}\int d^2k_t\int_0^\infty dk_z\,v_z\,T(E_z)\,f_L(E_z+E_t),$$

$$f_L(E)=\frac{1}{1+e^{(E-\mu)/\tau}} .$$

In the emitter $E_z=\hbar^2k_z^2/2m_l$, so $dE_z=(\hbar^2k_z/m_l)\,dk_z=\hbar v_z\,dk_z$, or

$$v_z\,dk_z=\frac{dE_z}{\hbar}.$$

The velocity cancels the one-dimensional density of states. In the collector, with $k_z$ now the magnitude of the incident wavevector, $E_z=-eV+\hbar^2k_z^2/2m_l$. The constant drops out on differentiation and the same relation holds. Its integral starts at $E_z=-eV$, but the part below zero vanishes because $T=0$ there. The collector function $f_R$ is $f_L$ with $\mu$ replaced by $\mu-eV$. Subtracting the two flows gives

$$J=\frac{2e}{(2\pi)^3\hbar}\int d^2k_t\int_0^\infty dE_z\,T(E_z)\,[f_L(E_z+E_t)-f_R(E_z+E_t)] .$$

No factors for empty final states are needed, since each scattering state already includes its outgoing waves. Inserting them would change nothing: $f_L(1-f_R)-f_R(1-f_L)=f_L-f_R$.

Since $T$ does not depend on $\mathbf k_t$, it can be taken outside the transverse integral. Splitting $2/(2\pi)^3\hbar$ into $1/(2\pi\hbar)$ times $2/(2\pi)^2$,

$$J=\frac{e}{2\pi\hbar}\int_0^\infty dE_z\,T(E_z)\,[N_L(E_z)-N_R(E_z)],$$

$$N_{L,R}(E_z)=2\int\frac{d^2k_t}{(2\pi)^2}\,f_{L,R}(E_z+E_t).$$

$N$ is a number per area: it counts the occupied transverse states that share one value of $E_z$.

## (d) Integrate over the transverse momentum

*Evaluate $N_L$ and $N_R$.*

**Solution.** The integrand depends only on the magnitude $k_t$, so $d^2k_t\to2\pi k_t\,dk_t$. The parabolic dispersion gives $k_t\,dk_t=(m_t/\hbar^2)\,dE_t$. The factors combine as $2\cdot2\pi/(2\pi)^2=1/\pi$, and

$$N_L(E_z)=\frac{m_t}{\pi\hbar^2}\int_0^\infty\frac{dE_t}{1+e^{(E_t+E_z-\mu)/\tau}} .$$

The prefactor is the two-dimensional density of states, which is constant for a parabola. To integrate, put $a=\mu-E_z$ and note that

$$\frac{d}{dE_t}\left[-\tau\ln\left(1+e^{(a-E_t)/\tau}\right)\right]
=\frac{e^{(a-E_t)/\tau}}{1+e^{(a-E_t)/\tau}}
=\frac{1}{1+e^{(E_t-a)/\tau}} .$$

The antiderivative vanishes at $E_t\to\infty$. Minus its value at $E_t=0$ remains:

$$N_L(E_z)=\frac{m_t\tau}{\pi\hbar^2}\ln\left[1+e^{(\mu-E_z)/\tau}\right].$$

For $N_R$, replace $\mu$ by $\mu-eV$. The logarithm is thus the integral of a Fermi function over a constant density of states. Far above $\mu$ it falls as $e^{-(E_z-\mu)/\tau}$. Far below $\mu$ it grows as $(\mu-E_z)/\tau$, because a smaller $E_z$ leaves room for more transverse energy under the chemical potential.

## (e) Assemble the current and examine its limits

*Give the final formula, then its zero-temperature, small-bias and thermionic limits.*

**Solution.** Inserting $N_L-N_R$ into the result of (c), with $(e/2\pi\hbar)(m_t\tau/\pi\hbar^2)=em_t\tau/2\pi^2\hbar^3$, gives the Tsu-Esaki formula

$$\boxed{J=\frac{em_t\tau}{2\pi^2\hbar^3}\int_0^\infty dE_z\,T(E_z)\,
\ln\frac{1+e^{(\mu-E_z)/\tau}}{1+e^{(\mu-eV-E_z)/\tau}}}$$

The logarithm is the net supply function. The barrier enters through $T$, which itself depends on $V$ because the bias changes the profile.

*Zero temperature.* For $x<0$, $\tau\ln(1+e^{x/\tau})\to0$. For $x>0$ it equals $x+\tau\ln(1+e^{-x/\tau})\to x$. The product of $\tau$ and the logarithm then becomes $\max(\mu-E_z,0)-\max(\mu-eV-E_z,0)$. For $eV<\mu$,

$$J=\frac{em_t}{2\pi^2\hbar^3}\left[eV\int_0^{\mu-eV}T\,dE_z+\int_{\mu-eV}^{\mu}(\mu-E_z)\,T\,dE_z\right].$$

For $eV\ge\mu$ the first integral is absent and the second starts at zero.

*Small bias.* The derivative of $\tau\ln[1+e^{(\mu-eV-E_z)/\tau}]$ with respect to $V$, taken at $V=0$, is $-ef(E_z)$, with $f$ the common equilibrium Fermi function. To first order the supply difference times $\tau$ is therefore $eVf(E_z)$. It is already proportional to $V$, so $T$ may be taken at zero bias, and the conductance per area is

$$G=\frac{e^2m_t}{2\pi^2\hbar^3}\int_0^\infty T(E_z)f(E_z)\,dE_z .$$

Here $f$ appears, not $-df/dE$. In total energy the occupation difference is still proportional to $-f'(E)$, which is peaked at $\mu$ with a width of order $\tau$. At total energy $E$ every $E_z$ between 0 and $E$ contributes, so that window is weighted by $\int_0^E T(E_z)\,dE_z$. This weight grows with $E$ and shifts the current to energies above $\mu$. For a barrier that is opaque below a top $\Phi$ and transparent above it, with $\Phi-\mu\gg\tau$, the weight is $E-\Phi$, the window falls as $e^{-E/\tau}$, and the current peaks at $E=\Phi+\tau$, far above $\mu$. The weight in $E_z$ follows from the transverse integral, $\int_0^\infty[-f'(E_z+E_t)]\,dE_t=f(E_z)$: an electron with total energy near $\mu$ may have any smaller energy along $z$.

*Thermionic emission.* Let $T$ be zero below a height $\Phi$ and one above it, with $\Phi-\mu\gg\tau$ and $eV\gg\tau$. The return flow is then negligible and $\ln(1+x)\approx x$, so

$$J\approx\frac{em_t\tau}{2\pi^2\hbar^3}\int_\Phi^\infty e^{(\mu-E_z)/\tau}dE_z
=\frac{em_tk_B^2}{2\pi^2\hbar^3}\,\Theta^2e^{-(\Phi-\mu)/\tau}.$$

This is the Richardson law. Its prefactor is 120 A/cm²/K² for the free-electron mass $m_e$.

## (f) A barrier in numbers

*Take $m_z=m_t=0.07\,m_e$ everywhere, a barrier 0.30 eV high and 5.0 nm wide, $\mu=0.05$ eV and 300 K. The bias of 0.10 V drops linearly across the barrier. Find the current and the energies that carry it.*

**Solution.** These are round model parameters. The thermal energy is $\tau=0.02585$ eV, and the prefactor is

$$\frac{em_t\tau}{2\pi^2\hbar^3}=1.1328\times10^9\times0.02585=2.93\times10^7\ \text{A/cm}^2\text{/eV}.$$

At $E_z=\mu=0.05$ eV the emitter logarithm is $\ln2=0.693$. The collector logarithm is $\ln(1+e^{-0.10/0.02585})=0.021$. The difference is 0.672, and with $T=7.15\times10^{-3}$ the integrand is

$$2.93\times10^7\times7.15\times10^{-3}\times0.672=1.41\times10^5\ \text{A/cm}^2\text{/eV}.$$

Other energies give:

| $E_z$ (eV) | $T$ | log factor | integrand (A/cm²/eV) |
|---|---|---|---|
| 0.02 | 0.00301 | 1.37 | $1.21\times10^5$ |
| 0.05 | 0.00715 | 0.672 | $1.41\times10^5$ |
| 0.10 | 0.0196 | 0.132 | $7.57\times10^4$ |
| 0.20 | 0.104 | 0.00295 | $8.97\times10^3$ |
| 0.30 | 0.433 | 0.0000618 | $7.84\times10^2$ |

From 0.02 to 0.05 eV the transmission rises by a factor 2.4 while the supply falls by 2.0, so the integrand is larger at 0.05 eV than at 0.02 eV. Its maximum lies between these two energies, near 0.04 eV, just below $\mu$. From 0.05 to 0.10 eV the factors are 2.7 and 5.1, and it falls. Half of the current comes from $E_z$ below about 0.06 eV, and 90 percent from between about 0.01 and 0.17 eV. The integral is

$$J=1.50\times10^4\ \text{A/cm}^2=1.50\times10^8\ \text{A/m}^2 .$$

Energies $E_z$ above the barrier maximum of 0.30 eV carry 0.18 percent of it. In this example nearly all the current is tunnelling.

The formula was tested against the sum in (c) taken before any reduction. The transmission was solved anew for every total energy and $k_t$, and each contact was integrated over its own wavevectors. The emitter sends $1.544\times10^4$ A/cm² and the collector returns $0.047\times10^4$ A/cm². The net value agrees with the single integral to better than one part in a million.

The small-bias conductance is $1.733\times10^5$ S/cm². At 0.02 V it predicts $3.47\times10^3$ A/cm², and the full formula gives $3.39\times10^3$. From 0.10 to 0.20 V the current rises from $1.50\times10^4$ to $3.32\times10^4$ A/cm², by more than a factor of two. Supply cannot explain this: the emitter supply does not depend on $V$, and removing the whole return flow at 0.10 V would add only 3 percent. The rest comes from the larger transmission of the more strongly tilted barrier.

Temperature matters too. At 0.02 V and the same $\mu$, the zero-temperature current is $1.14\times10^3$ A/cm², a third of the value at 300 K. For $E_z<\mu-eV$ the zero-temperature supply difference, $eV$, is already the largest possible, since it is an integral of a Fermi function over an energy range $eV$ and $f\le1$. The increase must therefore come from $E_z>\mu-eV$, including energies above $\mu$ that are empty at zero temperature.

## (g) What happens when the assumption fails?

*First let the barrier have a different transverse mass $m_B$. Then keep one transverse dispersion in all layers, but make it nonparabolic.*

**Solution.** *Unequal masses.* Let $m_t$ be the transverse mass of the contacts, and define $E_t=\hbar^2k_t^2/2m_t$ and $E_z=E-E_t$ with that mass. Inside the barrier the bracket in (a), less $E_t$, is

$$U+\frac{\hbar^2k_t^2}{2m_B}-E_t=U-E_t\left(1-\frac{m_t}{m_B}\right).$$

At fixed $E_z$, a heavier barrier mass lowers the effective barrier for electrons with transverse motion. They spend less energy on that motion inside the barrier than in the contact. The transmission becomes $T(E_z,E_t)$ and cannot be taken outside the transverse integral. With identical contacts the current is

$$J=\frac{em_t}{2\pi^2\hbar^3}\int_0^\infty dE_z\int_0^\infty dE_t\,T(E_z,E_t)\,[f_L-f_R],$$

with both Fermi functions at $E_z+E_t$.

Take $m_B=0.10\,m_e$. For $E_t=0.05$ eV the lowering is $0.05\times(1-0.7)=0.015$ eV. With the barrier's longitudinal mass also $0.10\,m_e$, the transmission at $E_z=0.05$ eV rises from $2.42\times10^{-3}$ at $k_t=0$ to $3.23\times10^{-3}$.

Two cases at 0.10 V separate the roles of the masses. If only the barrier's longitudinal mass is raised to $0.10\,m_e$, the single integral and the full wavevector sum both give $5.28\times10^3$ A/cm². The current is smaller than in (f), but the formula holds. If the transverse mass is raised as well, the full sum gives $6.42\times10^3$ A/cm². The single integral, using the transmission at $k_t=0$, still gives $5.28\times10^3$, which is 18 percent below the full result.

*Nonparabolic transverse band.* Suppose that $E=E_z+E_t$ still holds and that every layer has

$$E_t(1+\alpha E_t)=\frac{\hbar^2k_t^2}{2m_t}.$$

The function $T(E_z)$ survives, because $E_t$ is still the same constant in all layers. Differentiation, however, gives $k_t\,dk_t=(m_t/\hbar^2)(1+2\alpha E_t)\,dE_t$. The density of states is no longer constant, and

$$N_L=\frac{m_t}{\pi\hbar^2}\int_0^\infty(1+2\alpha E_t)\,f_L(E_z+E_t)\,dE_t .$$

The first term is the old logarithm and the second is a correction. Far above $\mu$, $f_L\approx e^{(\mu-E_z-E_t)/\tau}$. Since $\int_0^\infty e^{-E_t/\tau}dE_t=\tau$ and $\int_0^\infty E_te^{-E_t/\tau}dE_t=\tau^2$, the supply is multiplied by $1+2\alpha\tau$. For $\alpha=1$ eV$^{-1}$ at 300 K this is 1.052, and the wavevector integral at $E_z=0.30$ eV confirms it.

The two parts of the assumption thus do different work. A common transverse dispersion makes $T$ a function of $E_z$ alone; its parabolic form turns the supply into a logarithm. If the energy is not a sum of longitudinal and transverse parts, or if scattering changes $\mathbf k_t$ during the crossing, the separation in (a) is not available and the reduction to one integral must be reconsidered from the start.

## Numbers as computed

```
lead mass = 0.07 m_e; heavy barrier mass = 0.10 m_e
barrier height = 0.30 eV; width = 5.0 nm
mu = 0.050 eV; temperature = 300 K; kT = 0.025852 eV
bias of main example = 0.10 V
e m/(2 pi^2 hbar^3) = 1.13282e+09 A/cm^2/eV^2
same times kT = 2.92856e+07 A/cm^2/eV
m kT/(pi hbar^2) = 7.55944e+11 cm^-2
supply density at E_z=mu = 5.23980e+11 cm^-2
E_z (eV), T, log factor, integrand of J (A/cm^2/eV):
  0.02  3.0073e-03  1.3685e+00  1.2052e+05
  0.05  7.1506e-03  6.7247e-01  1.4082e+05
  0.10  1.9589e-02  1.3200e-01  7.5724e+04
  0.15  4.6337e-02  2.0245e-02  2.7472e+04
  0.20  1.0367e-01  2.9530e-03  8.9659e+03
  0.25  2.2157e-01  4.2744e-04  2.7736e+03
  0.30  4.3309e-01  6.1802e-05  7.8384e+02
  0.40  9.1824e-01  1.2915e-06  3.4729e+01
Tsu-Esaki J = 1.49717e+04 A/cm^2 = 1.49717e+08 A/m^2
k-space J from emitter = 1.54429e+04 A/cm^2
k-space J from collector = 4.71135e+02 A/cm^2
k-space net J = 1.49717e+04 A/cm^2
relative difference = 6.2e-08
share of J with E_z above 0.30 eV = 0.18 percent
J at 0.02 V = 3.3943e+03 A/cm^2
J at 0.05 V = 8.0110e+03 A/cm^2
J at 0.10 V = 1.4972e+04 A/cm^2
J at 0.20 V = 3.3228e+04 A/cm^2
small-bias conductance = 1.7332e+05 S/cm^2
zero-temperature J at 0.02 V = 1.1424e+03 A/cm^2
thermionic J, unit step at 0.30 eV = 4.7789e+01 A/cm^2
Richardson constant, lead mass = 8.4121 A/cm^2/K^2
Richardson constant, m_e = 120.173 A/cm^2/K^2
heavy m_z only: formula J = 5.28042e+03 A/cm^2
heavy m_z only: k-space J = 5.28042e+03 A/cm^2
heavy m_z and m_t: k-space J = 6.42073e+03 A/cm^2
ratio to formula = 1.2160
barrier lowering at E_t=0.05 eV = 0.0150 eV
heavy barrier, E_z=0.05 eV: T at k_t=0 = 2.4224e-03
heavy barrier, same E_z, E_t=0.05 eV: T = 3.2340e-03
nonparabolicity alpha = 1.0 1/eV
nonparabolic/parabolic supply at 0.30 eV = 1.05170
```
